# Magnetoresistance of Two Adjacent Identical Spin-Filter Barriers

## What symmetry fixes

Two magnetic insulating layers, each of thickness $d$, lie between nonmagnetic electrodes. In each layer one spin meets a low barrier and the other a high one, so the wave amplitudes decay at two rates, $\kappa_\uparrow<\kappa_\downarrow$. The magnetizations are parallel (P) or antiparallel (AP). We seek the leading exponential dependence of the ratio $G_P/G_{AP}$ of the two conductances.

We ignore for now the prefactors, which bring in the electrode wave number. The ratio is a pure number, so it can depend on the three quantities $\kappa_\uparrow$, $\kappa_\downarrow$ and $d$ through the products $\kappa_\uparrow d$ and $\kappa_\downarrow d$ alone. Now add the same amount $c$ to both decay rates. Every electron crosses a total thickness $2d$, and its probability decays at twice the amplitude rate, so each channel acquires the same factor $e^{-4cd}$. This factor cancels, which leaves a dependence on

$$D\,d,\qquad D=\kappa_\downarrow-\kappa_\uparrow. \tag{1}$$

Finally, exchanging the names of the two spins changes the sign of $D$ but not the total conductance of either configuration. The ratio is therefore an even function of $Dd$, and it equals one at $D=0$. What remains is to find this function.

## The exponential law

We use atomic units, $\hbar=m_e=e=1$, in the algebra. Let $\phi_s$ be the barrier height above the Fermi level for spin $s$, and $m$ the barrier mass. For an electron at the Fermi energy moving normal to the layers, the Schrödinger equation inside a flat barrier is

$$-\frac{1}{2m}\psi''+\phi_s\psi=0
\quad\Longrightarrow\quad
\psi''=\kappa_s^2\psi,\qquad \kappa_s=\sqrt{2m\phi_s}. \tag{2}$$

Its solutions are $e^{-\kappa_s x}$ and $e^{+\kappa_s x}$. The growing part comes from reflection at the far face. There it is at most comparable with the decaying part, so at the near face it is smaller by about $e^{-2\kappa_s d}$. In a thick layer the transmitted amplitude thus falls by $e^{-\kappa_s d}$ and the probability by $e^{-2\kappa_s d}$.

Three assumptions turn this into a conductance. Tunnelling is coherent and conserves spin; the magnetizations are collinear, so the two spins are independent channels; and bias and temperature are low, so conductance is proportional to the sum of the transmissions at the Fermi level. We also count only electrons at normal incidence, and give all channels one common prefactor $A$. The common prefactor neglects the spin dependence of the matching at the electrodes, and also the reflection at the middle interface, which occurs in the AP state.

In the P state each spin meets the same height twice:

$$G_P=A\left(e^{-4\kappa_\uparrow d}+e^{-4\kappa_\downarrow d}\right). \tag{3}$$

In the AP state one spin meets the low barrier first and the high one second; the other meets them in reverse order. Both have the same product of decay factors:

$$G_{AP}=2A\,e^{-2\kappa_\uparrow d}e^{-2\kappa_\downarrow d}
=2A\,e^{-2(\kappa_\uparrow+\kappa_\downarrow)d}. \tag{4}$$

Divide (3) by (4). The exponents in the numerator become

$$-4\kappa_\uparrow d+2(\kappa_\uparrow+\kappa_\downarrow)d=2Dd,
\qquad
-4\kappa_\downarrow d+2(\kappa_\uparrow+\kappa_\downarrow)d=-2Dd.$$

Hence

$$\frac{G_P}{G_{AP}}=\frac{e^{2Dd}+e^{-2Dd}}{2}=\cosh(2Dd). \tag{5}$$

With the magnetoresistance defined relative to the AP conductance,

$$\boxed{\mathrm{TMR}=\frac{G_P-G_{AP}}{G_{AP}}
=\cosh\!\left[2(\kappa_\downarrow-\kappa_\uparrow)d\right]-1.} \tag{6}$$

The AP transmission of each spin is the geometric mean of the two P transmissions. Their arithmetic mean is at least as large, which is why (6) is not negative.

For small splitting or thin layers, expansion of the cosh gives $\mathrm{TMR}\simeq 2(Dd)^2$, provided the layers are still thick enough for (3) and (4). For $2Dd\gg1$ it gives $\mathrm{TMR}\simeq\tfrac12e^{2Dd}-1$. In this second regime nearly all the P current is carried by the spin with the low barrier, and reversing one layer closes that path.

The heights enter through $D$. Write $\phi_{\downarrow,\uparrow}=\phi_0\pm\Delta/2$ and $\kappa_0=\sqrt{2m\phi_0}$. To first order in $\Delta/\phi_0$,

$$D=\kappa_0\left(\sqrt{1+\frac{\Delta}{2\phi_0}}-\sqrt{1-\frac{\Delta}{2\phi_0}}\right)
\simeq\frac{\kappa_0\Delta}{2\phi_0}
=\Delta\sqrt{\frac{m}{2\phi_0}}. \tag{7}$$

At fixed splitting, mass and thickness, a lower mean barrier therefore gives a larger magnetoresistance in this model.

## A numerical case

Take a mean height of 1.0 eV, a splitting of 0.36 eV, layers of 15 angstrom and the free-electron mass. The heights are 0.82 and 1.18 eV. With $\hbar^2/(2m_e)=3.8100$ eV angstrom$^2$,

$$\kappa_\uparrow=\sqrt{\frac{0.82}{3.8100}}=0.4639,\qquad
\kappa_\downarrow=\sqrt{\frac{1.18}{3.8100}}=0.5565$$

in inverse angstrom. The difference is $D=0.0926$ per angstrom, and $2Dd=2.778$ when unrounded values are kept. The exponential factors are $8.152\times10^{-13}$ and $3.151\times10^{-15}$ for the P channels and $5.068\times10^{-14}$ for each AP channel. Thus

$$\frac{G_P}{G_{AP}}=
\frac{8.152\times10^{-13}+0.032\times10^{-13}}{2(0.5068\times10^{-13})}
=8.07,$$

and the magnetoresistance is 707%, for a total barrier thickness of 30 angstrom (3.0 nm).

## Unequal layers

If the thicknesses are $d_1$ and $d_2$, the P exponents are $-2\kappa_s(d_1+d_2)$. The AP exponents are $-2(\kappa_\uparrow d_1+\kappa_\downarrow d_2)$ and $-2(\kappa_\downarrow d_1+\kappa_\uparrow d_2)$. Taking out the common factor $e^{-(\kappa_\uparrow+\kappa_\downarrow)(d_1+d_2)}$ leaves $e^{\pm D(d_1+d_2)}$ in P and $e^{\pm D(d_1-d_2)}$ in AP, so

$$\frac{G_P}{G_{AP}}=\frac{\cosh[D(d_1+d_2)]}{\cosh[D(d_1-d_2)]}. \tag{8}$$

For $d_1=d_2=d$ this returns (5). If one layer vanishes it gives one, as it must: reversing a single filter between nonmagnetic electrodes merely exchanges the spin names. At fixed total thickness the denominator is smallest for equal layers. Splitting the same 30 angstrom into 12 and 18 angstrom lowers the TMR of this law from 707% to 597%.

## What the prefactor does

The common prefactor can be replaced by the result of wave matching. Let the electrode wave number be $k$, take the free mass $m=1$ everywhere, and let the layers have decay rates $\kappa_1$ and $\kappa_2$. At each interface $\psi$ and $\psi'$ are continuous. Waves reflected back through a whole layer are dropped.

At the entrance, $e^{ikx}+re^{-ikx}$ joins $ae^{-\kappa_1x}$:

$$1+r=a,\qquad ik(1-r)=-\kappa_1a.$$

Multiplying the first equation by $ik$ and adding gives $2ik=(ik-\kappa_1)a$, so

$$|a|^2=\frac{4k^2}{k^2+\kappa_1^2}. \tag{9}$$

At the middle interface a decaying wave of amplitude $1$ produces a reflected growing wave $b$ and a transmitted decaying wave $c$:

$$1+b=c,\qquad -\kappa_1+\kappa_1b=-\kappa_2c.$$

Multiplying the first by $\kappa_1$ and subtracting the second gives

$$c=\frac{2\kappa_1}{\kappa_1+\kappa_2}. \tag{10}$$

At the exit a decaying wave of amplitude $1$ and a growing wave $b'$ join the outgoing wave $t$: $1+b'=t$ and $-\kappa_2+\kappa_2b'=ikt$. Eliminating $b'$ gives $2\kappa_2=(\kappa_2-ik)t$, so

$$|t|^2=\frac{4\kappa_2^2}{k^2+\kappa_2^2}. \tag{11}$$

The electrodes are identical, so no velocity ratio enters the transmission. The product of (9), the square of (10), (11) and the decay factors is

$$T_{12}=F_1F_2M_{12}\,e^{-2(\kappa_1+\kappa_2)d}, \tag{12}$$

$$F_s=\frac{4k\kappa_s}{k^2+\kappa_s^2},\qquad
M_{12}=\frac{4\kappa_1\kappa_2}{(\kappa_1+\kappa_2)^2}. \tag{13}$$

In P, $\kappa_1=\kappa_2$ and $M_{12}=1$. In AP, $M_{12}=M$, with the two different rates. Repeating the division that led to (5),

$$\frac{G_P}{G_{AP}}
=\frac{1}{2M}\left(\frac{F_\uparrow}{F_\downarrow}e^{2Dd}
+\frac{F_\downarrow}{F_\uparrow}e^{-2Dd}\right)
=\frac{1}{M}\cosh\!\left(2Dd+\ln\frac{F_\uparrow}{F_\downarrow}\right). \tag{14}$$

The edge factors are equal when $\kappa_\uparrow(k^2+\kappa_\downarrow^2)=\kappa_\downarrow(k^2+\kappa_\uparrow^2)$. Collecting terms gives $(\kappa_\downarrow-\kappa_\uparrow)(\kappa_\uparrow\kappa_\downarrow-k^2)=0$, hence $k^2=\kappa_\uparrow\kappa_\downarrow$. For larger $k$ the high barrier is better matched to the electrode, $F_\uparrow<F_\downarrow$, and the argument of the cosh is reduced.

An electrode with a Fermi energy of 11.7 eV is in this second regime. There $F_\uparrow=0.990$, $F_\downarrow=1.154$ and $M=0.9918$, so

$$\frac{G_P}{G_{AP}}=\frac{\cosh(2.778-0.154)}{0.9918}=6.99.$$

The TMR is 599%, not 707%. Matching with all multiple reflections kept gives the same 599%. At the balanced Fermi energy, 0.984 eV, the matched value is 714%; the small excess over 707% comes from $M$.

The thickness dependence shows where (6) is useful. The values are for normal incidence.

| $d$ (angstrom) | Law (6) | Balanced electrode | 11.7 eV electrode |
|---|---:|---:|---:|
| 5 | 46% | 47% | 32% |
| 10 | 226% | 229% | 185% |
| 15 | 707% | 714% | 599% |
| 20 | 1931% | 1948% | 1657% |

For large $2Dd$, (14) divided by (5) tends to $F_\uparrow/(F_\downarrow M)$, here $0.990/(1.154\times0.9918)=0.865$. At normal incidence the conductance ratio thus settles about 14% below the law, however thick the layers become; summed over transverse momenta the shortfall is about 20%. The law gives the exponential growth, but not this constant factor.

## Relation to the Julliere expression

With a common prefactor, the transmission through one filter has polarization

$$p=\frac{e^{-2\kappa_\uparrow d}-e^{-2\kappa_\downarrow d}}
{e^{-2\kappa_\uparrow d}+e^{-2\kappa_\downarrow d}}
=\frac{e^{Dd}-e^{-Dd}}{e^{Dd}+e^{-Dd}}=\tanh(Dd). \tag{15}$$

Inserting it in the Julliere expression, and using $1-\tanh^2u=1/\cosh^2u$, gives

$$\frac{2p^2}{1-p^2}=2\sinh^2(Dd)=\cosh(2Dd)-1. \tag{16}$$

At this level the double filter therefore obeys the Julliere expression, with the filter efficiency in place of an electrode polarization.

The equality fails once the edges matter. A single filter has two electrode faces, so by (9) and (11) its transmission is $F_s^2e^{-2\kappa_sd}$ and its polarization is $\tanh[Dd+\ln(F_\uparrow/F_\downarrow)]$. The Julliere expression then contains $2\ln(F_\uparrow/F_\downarrow)$ in the cosh, whereas (14) contains this logarithm once. The double junction also has two electrode faces, but they are shared between two filters. For the 11.7 eV electrode the single-filter polarization is 0.844. It predicts a TMR of 496%, against 599% for the actual stack at normal incidence.

## A spacer between the filters

Magnetic layers in direct contact are generally exchange coupled, which hinders separate switching. Suppose a nonmagnetic barrier of thickness $\ell$ separates them. In this section $\kappa_0$ denotes the decay rate in this spacer, not the rate used in (7). The spacer multiplies all four channels by $e^{-2\kappa_0\ell}$, which cancels in the ratio.

Its two interfaces do not cancel entirely. Applying (10) twice replaces the middle factor by

$$\left[\frac{2\kappa_1}{\kappa_1+\kappa_0}\,
\frac{2\kappa_0}{\kappa_0+\kappa_2}\right]^2.$$

The product of (9) and (11) is $F_1F_2\kappa_2/\kappa_1$. Multiplying the two expressions gives $F_1F_2N_1N_2$, with $N_s=4\kappa_s\kappa_0/(\kappa_s+\kappa_0)^2$. Every channel is now a product of one factor for each filter, so for a thick spacer

$$\frac{G_P}{G_{AP}}=
\cosh\!\left(2Dd+\ln\frac{F_\uparrow N_\uparrow}{F_\downarrow N_\downarrow}\right). \tag{17}$$

A spacer 2.0 eV high and 10 angstrom thick changes the normal-incidence TMR from 599% to 572%. Doubling its thickness leaves 572%, although it strongly reduces the current. This independence holds at normal incidence only. Summed over transverse momenta, a thicker spacer favours electrons closer to the normal, and the TMR rises slowly, from about 533% to 539% for the same doubling.

## The model beside a real junction

The chosen heights, splitting and Fermi energy are rough values in the regime of europium sulphide filters between aluminium electrodes. Such filters need low temperature, since the Curie point is roughly 17 K. The results here are model values, not observed ones. Including all transverse momenta, the model gives a resistance-area product of $2.4\times10^{11}$ ohm µm$^2$ in P and $1.5\times10^{12}$ ohm µm$^2$ in AP. These are many orders of magnitude too large for a small, fast memory cell. A real junction may break several assumptions at once; the estimates below change them separately, except where stated.

**Transverse momentum.** For conserved transverse wave number $q$ and free mass, $\kappa_s$ becomes $\sqrt{\kappa_s^2+q^2}$. The difference of the two rates is $(\kappa_\downarrow^2-\kappa_\uparrow^2)$ divided by their sum, so it falls as $q$ grows. Oblique electrons thus have less exponential contrast. Summing over them, with prefactors kept, gives a TMR of 546%, compared with 599% at normal incidence.

**Bias and image force.** Both estimates start from this 546%. A bias of 0.1 V, or 0.33 MV/cm, gives 556% for the ratio of currents, and about 572% for the ratio of differential conductances. An image force with relative permittivity 5 gives about 640% and lowers the P resistance-area product to $1.3\times10^{10}$ ohm µm$^2$. These values cut off the divergent image potential at the electrode band bottom; other cutoffs move the TMR by about ten points and raise the resistance-area product by up to a factor of about 2.5. The net direction of the change is taken from the computation, because the lowering is not uniform. The image force also shortens the path above the Fermi level, by about 0.9 angstrom at each face for the low barrier and 0.6 angstrom for the high one. A cut common to both spins would reduce the TMR, but the low barrier loses more of its decay, so this unequal shortening raises it. A simpler case shows the tendency towards a larger TMR: lowering both heights uniformly by $w$, with both still above the Fermi level, changes $\sqrt{\phi_\downarrow-w}-\sqrt{\phi_\uparrow-w}$ at the rate

$$\frac12\left(\frac1{\sqrt{\phi_\uparrow-w}}-\frac1{\sqrt{\phi_\downarrow-w}}\right)>0.$$

**Temperature.** At 4.2 K, broadening of the Fermi edge changes the normal-incidence TMR by less than 0.01 percentage point. Loss of magnetization matters more. Mean-field theory for spin 7/2, with the Curie point set to 16.5 K in the model, gives 97.6% of full magnetization; if the splitting falls in proportion, law (6) gives 655% instead of 707%. Mean-field theory omits spin waves, which matter this far below the Curie point, so the real loss is likely larger; a magnetization of 95% would give about 600%.

**Band structure.** This is the largest reduction among these estimates. With a barrier mass of half the free mass, $2Dd$ is multiplied by $\sqrt{0.5}$ and law (6) gives 264%. Alternatively, keep the free mass but let a lower band, taken to lie 4.0 eV below the conduction band for each spin and so to share its splitting, bend the decay curve according to $\kappa_s^2=2\phi_s(1-\phi_s/E_g)$, where $E_g$ is that gap. The law then gives 160%. The gap is a rough model value, not the measured gap of europium sulphide, and the number is sensitive to both choices. It is 214% if the lower band is unsplit and 72% for a gap of 3 eV, and it vanishes at $E_g=\phi_\uparrow+\phi_\downarrow=2$ eV, since $\kappa_\downarrow^2-\kappa_\uparrow^2=2(\phi_\downarrow-\phi_\uparrow)\left[1-(\phi_\uparrow+\phi_\downarrow)/E_g\right]$. Still, the result shows that barrier heights alone do not determine the TMR.

**Incomplete reversal.** Let a fraction $f$ of the area remain parallel in the nominal AP state, and treat the areas as parallel conductors. With $R=G_P/G_{AP}$ for full reversal, the measured ratio becomes

$$\frac{R}{1-f+fR}<\frac1f. \tag{18}$$

For $f=0.05$ and $R=8.07$ it is $8.07/(0.95+0.404)=5.96$, a TMR of 496%. Thicker filters cannot raise the ratio above 20 at this $f$, because the unreversed area comes to carry most of the AP current.

Magnon-assisted tunnelling, defect states and thickness fluctuations are not included in these estimates. Spin-flip processes break the separation into independent channels behind (3) and (4), and defect-assisted current need not follow the decay rates in (2). The full numerical output follows this text.

## Values computed for the example and the checks

```
hbar^2/(2 m_e) = 3.8100 eV angstrom^2
mean height = 1.00 eV, splitting = 0.36 eV
heights up, down = 0.82, 1.18 eV
layer thickness d = 15.0 angstrom
total thickness = 30.0 angstrom = 3.00 nm
electrode Fermi energy = 11.7 eV
kappa up, down = 0.4639, 0.5565 1/angstrom
kappa difference = 0.0926 1/angstrom
argument 2 D d = 2.7779
exp(-4 kappa_up d) = 8.152e-13
exp(-4 kappa_down d) = 3.151e-15
AP exponential = 5.068e-14
cosh law: G_P/G_AP = 8.074, TMR = 707.4 %
Matched waves, Al-like electrodes, normal incidence:
T up-up, down-down, up-down = 7.983e-13, 4.195e-15, 5.740e-14
rates uu, dd, ud = 1.8557, 2.2261, 2.0409 1/angstrom
F_up, F_down = 0.9896, 1.1539; M = 0.99177
ln(F_up/F_down) = -0.1536
TMR with prefactors = 599.1 %
balanced electrode Fermi energy = 0.9837 eV
TMR, balanced electrodes = 714.1 %
d (angstrom): TMR cosh law, balanced, Al-like (%)
5: 46.0, 47.2, 32.3
10: 226.4, 229.2, 184.7
15: 707.4, 714.1, 599.1
20: 1931.4, 1948.2, 1656.9
unequal layers 12, 18 angstrom: law 597.0 %, matched 602.8 %
one-filter polarization tanh(D d) = 0.8829
matched polarization balanced, Al = 0.8829, 0.8441
Julliere TMR from Al polarization = 495.7 %
spacer = 2.0 eV, 10 angstrom
TMR with spacer = 571.8 %
TMR with spacer twice as wide = 571.8 %
Sizes of neglected effects:
all transverse momenta, prefactors: TMR = 546.3 %
RA parallel = 2.35e+11 ohm um^2
RA antiparallel = 1.52e+12 ohm um^2
bias 0.1 V, field 0.333 MV/cm: TMR = 555.9 %
image force, relative permittivity 5: TMR = 636.7 %
midplane image energy = -0.0665 eV
RA parallel with image force = 1.33e+10 ohm um^2
temperature = 4.2 K, Curie point = 16.5 K
thermal broadening changes TMR by 0.0059 points
mean-field magnetization fraction = 0.9760
cosh law, reduced splitting: TMR = 655.2 %
cosh law, barrier mass 0.5 m_e: TMR = 263.5 %
two-band decay, gap 4.0 eV: TMR = 159.9 %
cosh law, 5 % area unreversed: TMR = 496.4 %
```
